A One-Dimensional KPZ Discretisation That Preserves the Gaussian Stationary Measure

**1. What symmetry leaves open**

A lattice rule for the squared gradient (∂h/∂x)² at site i, built from the two adjacent slopes, is a quadratic form in the forward slope a and the backward slope b. Reflection x → −x turns a into −b and b into −a. A rule that respects reflection therefore has equal coefficients for a² and b². On a uniform incline, a = b = m, it must return m². These two conditions leave one free number α:

Q = α(a² + b²) + (1 − 2α)ab.

The centred square [(a+b)/2]² has α = 1/4, and the mean of squares (a²+b²)/2 has α = 1/2.

The last number is fixed by a conservation law. The stationary weight of the linear growth equation is a Gaussian in the slopes, with exponent proportional to Σa². The nonlinear term leaves this sum unchanged if Q(a − b) is a difference f(a) − f(b), because such differences cancel around a ring. Since Q is quadratic, f must be cubic, and the incline condition gives f = a³/3:

Q = (a³ − b³)/[3(a − b)] = (a² + ab + b²)/3, that is, α = 1/3.

It remains to show that this conservation suffices, and what is lost without it.

**2. Model and units**

Take N ≥ 3 sites with spacing Δ and length L = NΔ. The slopes are a_i = (h_{i+1} − h_i)/Δ and b_i = a_{i−1}. The surface may have a mean tilt m, with h_{i+N} = h_i + NmΔ; the slopes are then still periodic. The Kardar–Parisi–Zhang (KPZ) equation becomes, in continuous time,

dh_i/dt = ν(a_i − b_i)/Δ + (λ/2)Q_i + η_i,
⟨η_i(t)η_j(t′)⟩ = (2D/Δ) δ_ij δ(t − t′).

Here ν is the smoothing coefficient, λ the nonlinear coefficient and D the noise strength. Measuring length in Δ, time in Δ²/ν and height in (DΔ/ν)^{1/2} leaves one parameter besides N and the tilt:

ε = λ(DΔ/ν³)^{1/2}.

In these scaled units the equation is dh_i/dt = a_i − b_i + (ε/2)Q_i + √2 ξ_i, with ξ_i independent unit white noises.

**3. Proof of stationarity**

The claim is that for α = 1/3 and any λ the density

P₀ ∝ exp[−(νΔ/2D) Σ a_i²]

is stationary. The mean height wanders freely, so P₀ cannot be normalised over all heights. It is a probability law for the slopes: independent Gaussians of variance q = D/(νΔ) about the tilt, conditioned on the conserved sum Σa_i = Nm.

With ∂_i = ∂/∂h_i, the probability density obeys

∂P/∂t = −Σ ∂_i{[ν(a_i − b_i)/Δ + (λ/2)Q_i]P} + (D/Δ) Σ ∂_i²P.

The height h_i enters a_i with factor −1/Δ and b_i with factor +1/Δ. Hence

∂_i ln P₀ = −(νΔ/2D)(−2a_i + 2b_i)/Δ = (ν/D)(a_i − b_i).

*Linear part.* The probability current from smoothing and noise is

ν(a_i − b_i)P₀/Δ − (D/Δ)∂_iP₀ = ν(a_i − b_i)P₀/Δ − ν(a_i − b_i)P₀/Δ = 0.

*Nonlinear part.* What remains, divided by P₀, is

(∂P₀/∂t)/P₀ = −(λ/2) Σ [∂_iQ_i + Q_i ∂_i ln P₀].

For general α the first term is

∂_iQ_i = {−[2αa_i + (1−2α)b_i] + [2αb_i + (1−2α)a_i]}/Δ = (1 − 4α)(a_i − b_i)/Δ.

Its sum vanishes for every α, because the b_i are the a_i shifted by one site. The nonlinear flow thus preserves volume under all these rules.

For the second term, (a² + b²)(a − b) = a³ − b³ − ab(a − b), so

Q(a − b) = α(a³ − b³) + (1 − 3α)ab(a − b).

The cubes cancel in the sum. Therefore

(∂P₀/∂t)/P₀ = −(λν/2D)(1 − 3α)C, with C = Σ a_i b_i(a_i − b_i).

This is zero at α = 1/3. For λ ≠ 0 no other α works, since C is not identically zero: on three sites the slopes 1, 2, −3 give C = −12 + 2 + 30 = 20. With two sites C vanishes identically, hence the condition N ≥ 3. A symbolic evaluation of the full equation on a tilted five-site ring confirmed this residual for general α.

*Existence and uniqueness.* Take zero tilt and scaled units, and let E = Σa_i². Smoothing changes E at the rate

2Σ a_i(a_{i+1} − 2a_i + a_{i−1}) = −2Σ(a_i − b_i)².

The noise in a_i is √2(ξ_{i+1} − ξ_i), which adds 4 per site. The nonlinear term gives

2Σ a_i(ε/2)(Q_{i+1} − Q_i) = −εΣQ_i(a_i − b_i) = −ε(1 − 3α)C.

Therefore

d⟨E⟩/dt = −2⟨Σ(a_i − b_i)²⟩ + 4N − ε(1 − 3α)⟨C⟩. (1)

At α = 1/3 the last term is absent. The first is at most −2κ₁⟨E⟩, where κ₁ = 4 sin²(π/N) is the smallest nonzero decay rate of the lattice Laplacian. The mean energy stays bounded, so the slopes do not run away. A tilt is treated in the same way with a_i − m in place of a_i. Noise acts in all N − 1 independent slope directions, so the stationary slope law is unique.

The theorem concerns statistics at a single time. It does not make correlations between different times equal to those of the continuum equation.

**4. Consequences at finite N**

Conditioning independent variables of variance q on zero sum gives ⟨a_ia_j⟩ = q(δ_ij − 1/N). Hence

⟨a²⟩ = q(1 − 1/N), ⟨ab⟩ = −q/N,
⟨Q⟩ = [2q(1 − 1/N) − q/N]/3 = q(2/3 − 1/N).

The excess growth velocity is

v_ex = (λ/2)q(2/3 − 1/N) = λD/(3νΔ) − λD/(2νL).

The first part grows without limit as Δ → 0 and depends on the lattice rule. The second does not contain Δ. With a tilt, Q(m + a, m + b) = m² + m(a + b) + Q(a, b), and the middle term averages to zero. The velocity then gains (λ/2)m², so the lattice reproduces the coefficient λ without correction.

For the width, the height difference over j sites is Δ times a sum of j slopes, with variance Δ²q(j − j²/N). Averaging over pairs of sites,

W² = (Δ²q/2N) Σ_{j=0}^{N−1} (j − j²/N)
 = (Δ²q/2N)[N(N−1)/2 − (N−1)(2N−1)/6]
 = (DΔ/ν)(N² − 1)/(12N).

For large N this tends to DL/(12ν), which is free of the spacing.

**5. Error analysis of the other rules**

*Truncation error does not separate them.* Put p = (a+b)/2 and r = (a−b)/2. Then a² + b² = 2p² + 2r² and ab = p² − r², so

Q = p² + (4α − 1)r².

For a smooth profile p = h′ + Δ²h‴/6 + … and r = Δh″/2 + …, which gives

Q = h′² + Δ²[h′h‴/3 + (α − 1/4)h″²] + …

Every α is second-order accurate. A KPZ profile is not smooth at the grid scale, however: in the Gaussian state ⟨r²⟩ = (2q)/4 = q/2, half the slope variance q of an unconstrained site. The expansion in Δ then has no small parameter.

*What the energy balance fixes.* Suppose a wrong rule has reached a steady state. Setting (1) to zero and dividing by 2N gives, in scaled units,

⟨(a − b)²⟩ = 2 − (ε/2)(1 − 3α)⟨ab(a − b)⟩. (2)

The sign of the correction follows from the relative entropy H = ∫P ln(P/P₀). The linear part of the evolution is ∂P/∂t = Σ∂_i[P ∂_i ln(P/P₀)]. Integration by parts shows that it changes H at the rate −F, with F = ⟨Σ[∂_i ln(P/P₀)]²⟩ ≥ 0. The nonlinear flow preserves volume, so it leaves ∫P ln P unchanged. It changes H through −∫P ln P₀, which is ⟨E⟩/2 plus a constant, at the rate −(ε/2)(1 − 3α)⟨C⟩. In a steady state the two rates cancel:

−(ε/2)(1 − 3α)⟨C⟩ = F > 0.

F is not zero, because P₀ is not stationary for these rules. Neighbouring slopes therefore differ more than in the Gaussian state, whichever way α departs from 1/3. The sign of the change in ⟨a²⟩ is not determined by this argument.

*Small coupling.* Write P = P₀(1 + εφ). At first order φ is driven by a source proportional to (1 − 3α)C, so ⟨C⟩ is proportional to ε(1 − 3α). By (2) the excess of ⟨(a − b)²⟩ is then proportional to ε²(1 − 3α)². At fixed N, and to leading order, a wrong rule raises ⟨(a − b)²⟩ above its Gaussian value by a fraction proportional to λ²DΔ/ν³. This fraction falls as the first power of Δ, not the second.

**6. Time stepping**

The theorem holds in continuous time, and a careless time step loses it. Apply explicit Euler to one linear mode x with scaled decay rate κ and equilibrium variance 1. The update is x → (1 − κδ)x + (2κδ)^{1/2}ζ, with step δ and unit Gaussian ζ. Its stationary variance V obeys V = (1 − κδ)²V + 2κδ, so

V = 1/(1 − κδ/2).

The error is first order in δ, and the scheme is unstable for κδ > 2. The largest κ on an even ring is 4.

A split step avoids this error:

1. Advance the linear equation with noise by δ/2. Each slope mode is multiplied by e^{−κδ/2} and receives Gaussian noise of variance 1 − e^{−κδ}.
2. Advance da_i/dt = (ε/2)(Q_{i+1} − Q_i) by δ.
3. Repeat the first operation.

In operation 1 a unit variance becomes e^{−κδ} + 1 − e^{−κδ} = 1, so P₀ is preserved. For α = 1/3 the flow in operation 2 preserves volume and Σa², hence also P₀. The stationary law then carries no splitting error; what remains is the error of integrating operation 2, done here with a fourth-order Runge–Kutta step. Correlations in time still depend on δ.

**7. Numerical comparison**

With N = 8 and ε = 1.77, one random set of slopes was followed under the noiseless nonlinear flow for a scaled time of 0.5. The Jacobian determinant was 1 for all three rules. The relative change of Σa² was 4 × 10⁻¹⁴ for α = 1/3, +10.8 % for the centred square and −5.2 % for the mean of squares. The failure thus lies in energy and not in volume.

Next, 5000 copies were started flat and advanced by 600 split steps of δ = 0.05, the first 160 being discarded. For α = 1/3 the scaled results, with standard errors, are:

- ⟨a²⟩: 0.8758 ± 0.0012; theory 0.8750
- ⟨a⁴⟩: 2.304 ± 0.007; theory 3(7/8)² = 2.297
- W²: 0.6566 ± 0.0016; theory 0.6563
- ⟨Q⟩: 0.5421 ± 0.0009; theory 0.5417
- ⟨ab(a−b)⟩: 0.0007 ± 0.0012; theory 0

All agree within the test limit of five standard errors.

The centred square gives ⟨a²⟩ = 0.8765 ± 0.0012, which cannot be told from the Gaussian value. The slope variance alone would have passed this rule. Its cubic correlator, −0.111 ± 0.001, shows the fault. Equation (2) then predicts

⟨(a − b)²⟩ = 2 + (1.768/2)(0.25)(0.111) = 2.025,

and the simulation gives 2.025 ± 0.002.

For the mean of squares the slope variance is 0.988 ± 0.002, which is 13 % above the Gaussian value. The correlator is +0.265 and ⟨(a − b)²⟩ is 2.121 ± 0.003, against 2.117 from (2). The two excesses, 0.121 and 0.025, have a ratio near 5, where small coupling predicts (0.5/0.25)² = 4; ε is not small here. These are averages over a finite time. Nothing above excludes a later runaway under the wrong rules.

Explicit Euler at the same δ, applied to the linear part alone, raises the slope variance by 6.2 %. At these settings that exceeds the change in slope variance caused by the centred square.

**8. Example: tungsten deposited in a narrow slot**

Consider selective low-pressure chemical vapour deposition of tungsten, growing upward from the floor of a slot with inert walls. The parameters are round, roughly typical values: growth rate v = 1 nm/s, slot width w = 20 nm and temperature 700 K. The grid has Δ = 20 nm and N = 8, so L = 160 nm, with the ends joined periodically. The smoothing coefficient ν = 4 nm²/s is an assumed effective value and the least certain input.

Growth along the local normal raises the surface at v(1 + s²)^{1/2} ≈ v + vs²/2 for slope s, so λ = v. Noise comes from random events of volume V = 400 nm³, the size of a small crystallite. Each adds an area V/w to the profile, and vw/V events occur per unit length and time. Their fluctuations are treated as Gaussian noise of the same variance. The noise strength is 2D = (V/w)²(vw/V) = Vv/w, so

D = 400 × 1/(2 × 20) = 10 nm³/s,
q = 10/(4 × 20) = 0.125,
ε = 1 × (10 × 20/4³)^{1/2} = 1.77.

The stationary results are

rms slope = (0.125 × 7/8)^{1/2} = 0.33,
W = (50 nm² × 0.656)^{1/2} = 5.7 nm,
v_ex = 0.5 × 0.125 × 0.542 = 0.034 nm/s.

This W describes the profile averaged across the slot, on a periodic ring where it must return to its starting height. A 160 nm stretch of a much longer slot is free of that constraint. In the stationary state the variance of a height difference over j sites is then Δ²qj, which doubles W² and gives W = 8.1 nm. The longer waves involved also take longer to reach that state.

On this grid the excess velocity is 3.4 % of the growth rate and includes −0.008 nm/s from the finite length. It is not a property of the film alone: with Δ = 10 nm and the same L and ν, it would be 7.6 %, and the rms slope would be 0.48. By the linear equation, the slowest part of W² relaxes in Δ²/(2νκ₁) = 85 s. Three such times correspond to 256 nm of film, a depth of about thirteen slot widths.

The crystallite volume controls the roughness. One tungsten atom occupies 0.0159 nm³, so an event contains about 25,000 atoms. Single-atom arrivals would reduce W by the square root of this number, to about 0.04 nm, less than an atomic diameter. In this model, a roughness of several nanometres therefore rests on the assumption of coarse events.

A real deposit departs from the model in several ways. Crystallites only add material, so their noise is skewed; at the present rate of one event per site per second, this raises W² by about 2 %. Higher powers of the slope lower the mean normal-growth term by 6.6 % when it is evaluated with the facet slopes a, and by 3.3 % when it is evaluated with Q, the form that enters v_ex. Relaxation across the slot, at about 0.10 per second, is much faster than the slowest mode along it (0.006 per second), but only 2.5 times faster than the fastest lattice mode (0.04 per second). That comparison sets a continuum rate against a lattice rate; in the continuum, a wave of length 2Δ along the slot decays at the same 0.10 per second. The one-dimensional description is thus sound for long waves of the averaged profile and rough at the grid scale. It leaves out height variations across the slot. In a linear two-dimensional estimate with cells of 5 to 10 nm, these add 7 to 14 nm² to the 33 nm² of W², an amount that depends on the cell size. For the averaged profile, the squared width, to which each mode contributes in proportion to 1/κ, is more trustworthy than the rms slope or v_ex. Capillary surface diffusion, estimated with rough values (activation energy 3 eV, prefactor 1 cm²/s, surface energy 3 J/m²), is only about 2 × 10⁻¹¹ times as strong as the assumed smoothing at wavenumber 1/Δ. This estimate depends exponentially on the activation energy: at 700 K the two effects would be equal near 1.5 eV. With the other data unchanged, capillary smoothing is therefore negligible at the grid scale only if the energy for the growing surface lies well above 1.5 eV; at 2 eV the factor is 3 × 10⁻⁴. At the shortest wave on the grid, wavenumber π/Δ, these factors are ten times larger and the crossing lies near 1.65 eV. A prefactor a hundred times smaller lowers the crossing by about 0.3 eV. The assumed ν must then have another origin, which is not identified here.

Shadowing decides where the local equation may be used. For diffuse arrival, and with the slot walls left out, the profile hides on average 3.3 % of the sky from a surface element at a grid point, and 4.7 % from one on the straight facets between sites. If every arriving particle sticks, the mean loss sampled at the grid points is 0.033 nm/s, comparable with v_ex. The closeness of these two numbers is partly accidental, since both depend on how the slopes are sampled. Their similar size has a reason. When every particle sticks, the volume deposited per unit base length is fixed by the flux through a level plane above the surface, whatever the profile. Shadowing must then cancel the mean excess from normal growth when both are evaluated on the same surface. On the straight facets between sites, for example, each is about 0.05 nm/s. A local KPZ model with λ = v is therefore unjustified for line-of-sight deposition with full sticking, however small the slopes. If the sticking probability is σ ≪ 1, the hidden sky is replaced by surface that re-emits a fraction 1 − σ, and the loss is multiplied by roughly σ. For a rough σ = 10⁻⁴ it is of order 10⁻⁴ of v_ex. At v = 1 nm/s and 700 K this σ corresponds to a WF₆ partial pressure of about 0.8 Torr; at the same growth rate σ rises in inverse proportion to that pressure.

Reactant depletion with depth also favours high points. A balance that counts only direct escape through the slot mouth, and so overestimates the loss, gives a supply deficit of 0.25 % at 256 nm. The resulting growth rate of height differences is 1 × 10⁻⁵ per second, about 0.2 % of the slowest smoothing rate. For this slot and sticking probability, neither nonlocal effect is significant. The margin shrinks as σ grows. At σ = 10⁻² (about 8 mTorr of WF₆) the direct-escape balance gives a deficit of 20 %. With diffuse re-emission from the walls included, the deficit is about 4 % and the growth rate of height differences is about 2 % of the slowest smoothing rate.

Computed results

```
terms in general symbolic residual: 84
sites N = 8, spacing = 20 nm, length = 160 nm
slot width = 20 nm, growth rate = lambda = 1.0 nm/s
nu = 4.0 nm^2/s, noise event = 400 nm^3
D = 10.00 nm^3/s, q = D/(nu dx) = 0.1250
height unit = 7.071 nm, time unit = 100.0 s
scaled coupling eps = 1.7678
nonlinear flow, scaled time 0.5: energy change, Jacobian det
  new: 3.93e-14, 1.00000000
  centred: 1.08e-01, 1.00000000
  mean-sq: -5.19e-02, 1.00000000
simulation: 5000 copies, scaled step 0.05, 600 steps
  discarded steps 160, step = 5.0 s
new rule, scaled: theory, simulation, standard error
  slope variance: 0.87500, 0.87584, 0.00120
  fourth moment: 2.29688, 2.30425, 0.00667
  squared width: 0.65625, 0.65655, 0.00161
  mean of Q: 0.54167, 0.54213, 0.00094
  cubic correlator: 0.00000, 0.00068, 0.00116
  mean (a-b)^2: 2.00000, 2.00225, 0.00227
other rules, scaled: value (standard error)
  centred slope variance: 0.87647 (0.00120)
  centred cubic correlator: -0.11098 (0.00131)
  centred mean (a-b)^2: 2.02460 (0.00237)
  centred energy balance, 2 expected: 2.00008 (0.00228)
  mean-sq slope variance: 0.98845 (0.00187)
  mean-sq cubic correlator: 0.26542 (0.00208)
  mean-sq mean (a-b)^2: 2.12050 (0.00280)
  mean-sq energy balance, 2 expected: 2.00320 (0.00230)
Euler linear variance = 0.92909 (scaled)
Euler variance excess = 6.18 %
rms slope = 0.3307
rms width = 5.728 nm
excess velocity = 0.03385 nm/s
finite-length part = -0.00781 nm/s
width-squared relaxation time = 85.4 s
film grown in three such times = 256 nm
W cell edge = 0.3165 nm, atomic volume = 0.01585 nm^3
atoms per noise event = 25233
D from single atoms = 3.96e-04 nm^3/s
higher slope powers change mean term by -6.63 %
mean blocked sky fraction = 0.0331
shadow loss/excess velocity, sticking 1: 0.977
same ratio, sticking 1e-04: 9.77e-05
supply loss at that depth = 0.246 %
depth feedback = 9.94e-06 /s, slowest decay = 5.86e-03 /s
T = 700 K, diffusion energy = 3.0 eV
D0 = 1e+14 nm^2/s, surface energy = 3.0 J/m^2
capillary K = 3.11e-08 nm^4/s, K/(dx^2 nu) = 1.94e-11
cross-slot decay = 0.0987 /s
fastest lattice decay = 0.0400 /s
```
